**Two electron cyclotron masses in germanium for B along [111]**

The program tests $1/m_c^2=\cos^2\theta/m_t^2+\sin^2\theta/(m_tm_l)$, where $m_c$ is the cyclotron mass, $m_l$ and $m_t$ are the longitudinal and transverse valley masses, and $\theta$ is the angle between the field and the valley axis. It asserts that the formula agrees with the eigenvalues of the equation of motion for [111] and 30 random field directions, and with numerically computed orbit areas, including slices away from the valley centre and a nonparabolic band. The output gives 0.0815 free-electron masses for one valley and 0.2059 for the other three. At 24 GHz, with a scattering time of 100 ps, the full conductivity of the four valleys shows two absorption maxima, at 0.0699 T and 0.1765 T. The program also asserts bounds on the line shifts from scattering and from depolarisation in a small sphere, and the near-proportional growth of the latter with density. A field tilt of one degree towards [001] changes the oblique masses by +3.42 % and -1.63 %. With a rough room-temperature mobility, no resonance maximum remains between 0 and 0.3 T.

## Numerical check

```python
# Result under test: an electron in an ellipsoidal valley (masses m_l, m_t, in
# units of the free-electron mass m0) whose long axis makes the angle theta with
# the magnetic field B has the cyclotron mass m_c given by
#     1/m_c^2 = cos(theta)^2/m_t^2 + sin(theta)^2/(m_t*m_l).
# For the four <111> valleys of germanium and B along [111] this gives two
# masses: m_t (one valley) and 3*m_t/sqrt(1 + 8*m_t/m_l) (three valleys).
import numpy as np
from scipy.constants import e, m_e, hbar, k, epsilon_0, pi
from scipy.optimize import brentq, minimize_scalar

m_l, m_t = 1.59, 0.0815
axes = np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]]) / np.sqrt(3)
b111 = np.array([1.0, 1.0, 1.0]) / np.sqrt(3)
across = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)


def mass_tensor(axis):
    return m_t * np.eye(3) + (m_l - m_t) * np.outer(axis, axis)


def cross_matrix(b):
    """Matrix K with K v = v x b."""
    return np.array([[0, b[2], -b[1]], [-b[2], 0, b[0]], [b[1], -b[0], 0]])


def mass_formula(axis, b):
    c2 = np.dot(axis, b) ** 2
    return 1 / np.sqrt(c2 / m_t**2 + (1 - c2) / (m_t * m_l))


def mass_from_motion(axis, b):
    """Oscillation frequency of M dv/dt = -v x b, for unit charge and field."""
    rates = np.linalg.eigvals(-np.linalg.solve(mass_tensor(axis), cross_matrix(b)))
    return 1 / np.max(np.abs(rates.imag))


# Formula against the equation of motion, for [111] and for random directions
rng = np.random.default_rng(1)
directions = [b111] + [v / np.linalg.norm(v) for v in rng.normal(size=(30, 3))]
for b in directions:
    for axis in axes:
        assert abs(mass_from_motion(axis, b) / mass_formula(axis, b) - 1) < 1e-9

masses = np.array([mass_from_motion(a, b111) for a in axes])
m_axial = m_t
m_oblique = 3 * m_t / np.sqrt(1 + 8 * m_t / m_l)
assert abs(masses[0] - m_axial) < 1e-10
assert np.all(np.abs(masses[1:] - m_oblique) < 1e-10)
assert round(m_axial, 3) == 0.082 and round(m_oblique, 2) == 0.21


# Orbit-area definition, in units hbar = m0 = 1: m_c = (dA/dE)/(2 pi)
def orbit_area(axis, energy, k_along, alpha):
    inverse = np.linalg.inv(mass_tensor(axis))
    second = np.cross(b111, across)
    angles = 2 * pi * np.arange(720) / 720

    def band(kvec):
        g = 0.5 * kvec @ inverse @ kvec
        return g if alpha == 0 else (np.sqrt(1 + 4 * alpha * g) - 1) / (2 * alpha)

    total = 0.0
    for phi in angles:
        u = np.cos(phi) * across + np.sin(phi) * second
        r = brentq(lambda s: band(k_along * b111 + s * u) - energy, 0, 5,
                   xtol=1e-13)
        total += 0.5 * r * r
    return total * 2 * pi / 720


for axis in axes[:2]:
    for k_along, alpha in ((0.0, 0.0), (0.2, 0.0), (0.2, 0.05)):
        step = 0.05
        slope = (orbit_area(axis, 1 + step, k_along, alpha)
                 - orbit_area(axis, 1 - step, k_along, alpha)) / (2 * step)
        expected = mass_formula(axis, b111) * (1 + 2 * alpha * 1.0)
        assert abs(slope / (2 * pi) / expected - 1) < 1e-6

# Worked example: microwave absorption at fixed frequency, field swept
freq = 24e9             # Hz
omega = 2 * pi * freq
temp = 4.2              # K
tau = 100e-12           # s, rough
density = 1e16          # m^-3, rough (1e10 cm^-3)
eps_r = 16.0            # rough
B_axial = omega * m_axial * m_e / e
B_oblique = omega * m_oblique * m_e / e


def conductivity(B, tau_s, n, w):
    sigma = np.zeros((3, 3), complex)
    for axis in axes:
        response = (m_e * mass_tensor(axis) * (1 / tau_s - 1j * w)
                    + e * B * cross_matrix(b111))
        sigma += n / 4 * e**2 * np.linalg.inv(response)
    return sigma


def absorption(B, tau_s, n=density, sphere=False):
    """Absorbed power, arbitrary scale; sphere=True adds depolarisation."""
    sigma = conductivity(B, tau_s, n, omega)
    field = across.astype(complex)
    if sphere:
        field = np.linalg.solve((eps_r + 2) * np.eye(3)
                                + 1j * sigma / (epsilon_0 * omega), 3 * field)
    return np.real(np.vdot(field, sigma @ field)) / n


def peak(B0, tau_s, n=density, sphere=False):
    scale = absorption(B0, tau_s, n, sphere)
    fit = minimize_scalar(lambda x: -absorption(x * B0, tau_s, n, sphere) / scale,
                          bounds=(0.9, 1.1), method="bounded",
                          options={"xatol": 1e-10})
    assert 0.91 < fit.x < 1.09
    return fit.x * B0


def count_maxima(tau_s):
    p = np.array([absorption(B, tau_s) for B in np.linspace(0, 0.3, 601)])
    return int(np.sum((p[1:-1] > p[:-2]) & (p[1:-1] > p[2:])))


lines = (B_axial, B_oblique)
n_lines = count_maxima(tau)
assert n_lines == 2
peaks = [peak(B0, tau) for B0 in lines]
shifts = [p / B0 - 1 for p, B0 in zip(peaks, lines)]
long_shifts = [peak(B0, 5 * tau) / B0 - 1 for B0 in lines]
assert max(map(abs, shifts)) < 0.02
assert max(map(abs, long_shifts)) < 0.001

# Depolarisation in a small sphere, and its growth with density
depol = [peak(B0, tau, density, True) / p - 1 for B0, p in zip(lines, peaks)]
depol10 = [peak(B0, tau, 10 * density, True) / p - 1
           for B0, p in zip(lines, peaks)]
for d1, d10 in zip(depol, depol10):
    assert abs(d1) < 0.01 and 8 < d10 / d1 < 12

# Field tilted by one degree from [111] towards [001]
toward = np.array([-1.0, -1.0, 2.0]) / np.sqrt(6)
tilt = np.radians(1.0)
b_tilt = np.cos(tilt) * b111 + np.sin(tilt) * toward
tilted = [mass_from_motion(a, b_tilt) for a in axes]

# Nonparabolicity at the mean thermal energy
alpha_eV = 0.5          # 1/eV, rough
kT = k * temp / e       # eV
nonpar = 2 * alpha_eV * 1.5 * kT

# Room temperature
mobility = 0.39         # m^2/Vs, rough (3900 cm2/Vs)
m_cond = 3 / (2 / m_t + 1 / m_l)
tau_300 = mobility * m_cond * m_e / e
sigma_dc = conductivity(0.0, tau_300, density, 0.0).real
assert np.allclose(sigma_dc, density * e * mobility * np.eye(3),
                   rtol=1e-9, atol=1e-9 * density * e * mobility)
n_lines_300 = count_maxima(tau_300)
assert n_lines_300 == 0

print(f"longitudinal valley mass: {m_l:.2f} m0")
print(f"transverse valley mass: {m_t:.4f} m0")
for name, a in zip(("[111]", "[-111]", "[1-11]", "[11-1]"), axes):
    c = abs(a @ b111)
    print(f"valley {name}: |cos theta| = {c:.4f}, "
          f"theta = {np.degrees(np.arccos(min(1.0, c))):.2f} deg")
print(f"1/m_t^2: {1/m_t**2:.3f} m0^-2")
print(f"1/(m_t m_l): {1/(m_t*m_l):.4f} m0^-2")
print(f"(1/9)/m_t^2: {1/(9*m_t**2):.3f} m0^-2")
print(f"(8/9)/(m_t m_l): {8/(9*m_t*m_l):.3f} m0^-2")
print(f"sum for oblique valleys: {1/m_oblique**2:.3f} m0^-2")
print(f"cyclotron mass, axial valley: {masses[0]:.4f} m0")
print(f"cyclotron mass, three oblique valleys: {masses[1]:.4f} m0")
print(f"ratio of the two masses: {m_oblique/m_axial:.3f}")
print(f"microwave frequency: {freq/1e9:.0f} GHz")
print(f"resonance field, axial valley: {B_axial:.4f} T")
print(f"resonance field, oblique valleys: {B_oblique:.4f} T")
print(f"scattering time at {temp} K (rough input): {tau*1e12:.0f} ps")
print(f"omega tau at {temp} K: {omega*tau:.1f}")
print(f"absorption maxima between 0 and 0.3 T: {n_lines}")
print(f"computed maximum, axial line: {peaks[0]:.4f} T")
print(f"computed maximum, oblique line: {peaks[1]:.4f} T")
for i, name in enumerate(("axial", "oblique")):
    print(f"scattering shift, {name} line: {100*shifts[i]:.3f} %")
    print(f"same with {5*tau*1e12:.0f} ps, {name} line: {100*long_shifts[i]:.4f} %")
print(f"electron density (rough input): {density*1e-6:.0e} cm^-3")
print(f"dielectric constant (rough input): {eps_r:.0f}")
for i, name in enumerate(("axial", "oblique")):
    print(f"depolarisation shift, {name} line: {100*depol[i]:.4f} %")
    print(f"same at ten times the density, {name}: {100*depol10[i]:.4f} %")
print(f"tilt of B towards [001]: {np.degrees(tilt):.1f} deg")
for name, m, m0 in zip(("[111]", "[-111]", "[1-11]", "[11-1]"), tilted, masses):
    print(f"tilted-field mass, valley {name}: {m:.4f} m0, "
          f"change {100*(m/m0-1):.2f} %")
print(f"nonparabolicity alpha (rough input): {alpha_eV:.1f} 1/eV")
print(f"thermal energy kT at {temp} K: {1e3*kT:.3f} meV")
print(f"mass increase from nonparabolicity at 1.5 kT: {100*nonpar:.3f} %")
print(f"microwave quantum: {1e3*hbar*omega/e:.4f} meV")
print(f"microwave quantum / kT: {hbar*omega/e/kT:.3f}")
print(f"mobility at 300 K (rough input): {mobility*1e4:.0f} cm2/Vs")
print(f"conductivity mass: {m_cond:.4f} m0")
print(f"scattering time at 300 K: {tau_300*1e12:.3f} ps")
print(f"omega tau at 300 K: {omega*tau_300:.4f}")
print(f"absorption maxima at 300 K, 0 to 0.3 T: {n_lines_300}")
print("done: every assertion held")
```

Running it gives:

```
longitudinal valley mass: 1.59 m0
transverse valley mass: 0.0815 m0
valley [111]: |cos theta| = 1.0000, theta = 0.00 deg
valley [-111]: |cos theta| = 0.3333, theta = 70.53 deg
valley [1-11]: |cos theta| = 0.3333, theta = 70.53 deg
valley [11-1]: |cos theta| = 0.3333, theta = 70.53 deg
1/m_t^2: 150.551 m0^-2
1/(m_t m_l): 7.7169 m0^-2
(1/9)/m_t^2: 16.728 m0^-2
(8/9)/(m_t m_l): 6.860 m0^-2
sum for oblique valleys: 23.587 m0^-2
cyclotron mass, axial valley: 0.0815 m0
cyclotron mass, three oblique valleys: 0.2059 m0
ratio of the two masses: 2.526
microwave frequency: 24 GHz
resonance field, axial valley: 0.0699 T
resonance field, oblique valleys: 0.1765 T
scattering time at 4.2 K (rough input): 100 ps
omega tau at 4.2 K: 15.1
absorption maxima between 0 and 0.3 T: 2
computed maximum, axial line: 0.0699 T
computed maximum, oblique line: 0.1765 T
scattering shift, axial line: 0.005 %
same with 500 ps, axial line: 0.0000 %
scattering shift, oblique line: -0.001 %
same with 500 ps, oblique line: -0.0000 %
electron density (rough input): 1e+10 cm^-3
dielectric constant (rough input): 16
depolarisation shift, axial line: -0.0241 %
same at ten times the density, axial: -0.2427 %
depolarisation shift, oblique line: -0.0304 %
same at ten times the density, oblique: -0.3030 %
tilt of B towards [001]: 1.0 deg
tilted-field mass, valley [111]: 0.0815 m0, change 0.01 %
tilted-field mass, valley [-111]: 0.2025 m0, change -1.63 %
tilted-field mass, valley [1-11]: 0.2025 m0, change -1.63 %
tilted-field mass, valley [11-1]: 0.2129 m0, change 3.42 %
nonparabolicity alpha (rough input): 0.5 1/eV
thermal energy kT at 4.2 K: 0.362 meV
mass increase from nonparabolicity at 1.5 kT: 0.054 %
microwave quantum: 0.0993 meV
microwave quantum / kT: 0.274
mobility at 300 K (rough input): 3900 cm2/Vs
conductivity mass: 0.1192 m0
scattering time at 300 K: 0.264 ps
omega tau at 300 K: 0.0399
absorption maxima at 300 K, 0 to 0.3 T: 0
done: every assertion held
```
